# Confinement energy of a layered film in the tight-binding model

A thin semiconductor channel is often described by an effective mass and two hard walls. If the film consists of a few atomic layers, it is not obvious where the walls belong, nor how good the parabolic energy is. This problem settles both questions for a simple layered film and then applies the answer to a transistor channel.

**The model.** The film has $N$ identical layers with spacing $a$. The in-plane wave vector is held at the band minimum, so each layer contributes one orbital. Its energy is taken as zero. Adjacent layers are coupled by the matrix element $-t$, with $t>0$, and there is no other coupling. The end layers have the same orbital energy as the inner ones. The amplitude on layer $n$ is $\psi_n$, with $n=1,\dots,N$.

## (a) Find all energies and states of the film.

**Solution.** For an inner layer the Schrödinger equation reads

$$-t\psi_{n-1}-t\psi_{n+1}=E\psi_n .$$

An end layer has one neighbour fewer. For $N\ge2$,

$$-t\psi_2=E\psi_1,\qquad -t\psi_{N-1}=E\psi_N .$$

These two equations take the form of the inner one if we add fictitious layers $0$ and $N+1$ and demand

$$\psi_0=0,\qquad \psi_{N+1}=0 .$$

The same device works for $N=1$, where it gives $E=0$. The missing layers have become boundary conditions.

Try $\psi_n=Ae^{iqn}+Be^{-iqn}$. Each exponential satisfies the inner equation, because

$$-t\left(e^{iq(n-1)}+e^{iq(n+1)}\right)=-2t\cos q\;e^{iqn},$$

and the same factor appears for $-q$. Hence $E=-2t\cos q$. The condition $\psi_0=0$ gives $B=-A$, so $\psi_n\propto\sin(qn)$. The condition $\psi_{N+1}=0$ then requires $\sin[q(N+1)]=0$. With $\theta=\pi/(N+1)$,

$$q=j\theta,\qquad \psi_n^{(j)}\propto\sin(jn\theta),\qquad E^{(j)}=-2t\cos(j\theta),\qquad j=1,\dots,N .$$

All these $q$ lie between $0$ and $\pi$, where the cosine decreases strictly, so the $N$ energies are distinct. An $N\times N$ matrix has no more than $N$ eigenvalues, so the list is complete. The ground state is $j=1$, and its amplitudes all have the same sign.

## (b) Find the bulk effective mass along the film normal, and the ground confinement energy measured from the bulk band bottom.

**Solution.** In an infinite stack, $\psi_n=e^{ikna}$ gives the band

$$E(k)=-2t\cos(ka).$$

Its bottom is $-2t$, at $k=0$. Expanding the cosine,

$$E(k)+2t=ta^2k^2-\frac{t a^4k^4}{12}+\dots$$

The effective mass $m$ is defined by equating the quadratic term to $\hbar^2k^2/(2m)$:

$$m=\frac{\hbar^2}{2ta^2}.$$

The ground confinement energy of the film is

$$E_1=-2t\cos\theta-(-2t)=2t(1-\cos\theta).$$

The reference matters. Measured from the orbital energy of an isolated layer, the same state lies at $-2t\cos\theta$, which is negative for $N\ge2$. The film state is lower than the single-layer state and higher than the bulk band edge.

## (c) Replace the film by a hard-wall well of width $(N+c)a$, with the bulk mass and with $c$ independent of $N$. Which $c$ describes thick films best?

**Solution.** In a well of width $L$ the ground wave function is $\sin(\pi x/L)$, which vanishes at both walls. Its energy is

$$E_{\rm box}(L)=\frac{\hbar^2\pi^2}{2mL^2}=\frac{\pi^2ta^2}{L^2},$$

where the second form uses $\hbar^2/(2m)=ta^2$. For $L=(N+c)a$ this is $\pi^2t/(N+c)^2$. Write $M=N+1$, so that $\theta=\pi/M$ and $N+c=M+c-1$. The ratio of the film energy to the box energy is

$$\frac{E_1}{E_{\rm box}}=\frac{2(1-\cos\theta)(M+c-1)^2}{\pi^2}
=\left(1+\frac{c-1}{M}\right)^2\frac{2(1-\cos\theta)}{\theta^2}.$$

The last factor is $1-\theta^2/12+\dots$, so it contains no term in $1/M$. Expanding the square gives

$$\frac{E_1}{E_{\rm box}}=1+\frac{2(c-1)}{N+1}+O\!\left(\frac1{N^2}\right).$$

The first-order error vanishes for $c=1$ and for no other constant. The effective hard-wall width is therefore

$$W=(N+1)a .$$

This agrees with part (a): the sine of the ground state has its nodes at the missing layers $0$ and $N+1$, which are a distance $(N+1)a$ apart. The walls stand one full spacing outside the centres of the end layers.

Two other widths might seem natural. The distance between the outer layer centres is $(N-1)a$, and the thickness obtained by giving each layer a slab of height $a$ is $Na$. Both exceed all bounds as $N$ grows, and both give the right energy in that limit, but their relative errors fall only as $1/N$.

## (d) With the width $W$, is the parabolic energy too high or too low, and by how much? Give a statement valid for every $N$.

**Solution.** Call the parabolic energy $E_{\rm par}=E_{\rm box}(W)=t\theta^2$. Then

$$\frac{E_1}{E_{\rm par}}=\frac{2(1-\cos\theta)}{\theta^2}.$$

The cosine series gives

$$1-\cos\theta=\frac{\theta^2}{2}-\frac{\theta^4}{24}+\frac{\theta^6}{720}-\dots$$

Since $N\ge1$, we have $0<\theta\le\pi/2$. Each term is then smaller in size than the one before it: the largest ratio of successive terms is $\theta^2/12<1$. For an alternating series with decreasing terms, the sum lies between any two successive partial sums. Stopping after the second and the third term, and multiplying by $2/\theta^2$, we obtain

$$1-\frac{\theta^2}{12}<\frac{E_1}{E_{\rm par}}<1-\frac{\theta^2}{12}+\frac{\theta^4}{360}.$$

The upper bound is below 1, because $\theta^4/360$ is smaller than $\theta^2/12$ whenever $\theta^2<30$. The film energy is thus below the parabolic value for every $N$. The deficit relative to $E_{\rm par}$ is

$$D=1-\frac{E_1}{E_{\rm par}}=\frac{\pi^2}{12(N+1)^2}+O\!\left(\frac{1}{(N+1)^4}\right),$$

and the leading term slightly overestimates it.

The cause can be read from the bulk band. The film energy equals the bulk band energy at $k=\pi/W$, while $E_{\rm par}$ keeps only the quadratic term at the same $k$. The first omitted term is $-t(ka)^4/12$. The cosine band bends below its parabola, and the confined level follows it.

**The thinnest film.** For $N=1$, $\theta=\pi/2$, so $E_1=2t$ and $E_{\rm par}=\pi^2t/4$. The deficit is $1-8/\pi^2=18.9\%$, against 20.6% from the leading term. Measured against $E_1$ itself, the parabolic value is 23% too high.

**Higher levels.** The same steps with $j\theta$ in place of $\theta$ give

$$\frac{E_j}{j^2E_{\rm par}}=\frac{2(1-\cos j\theta)}{(j\theta)^2}\approx1-\frac{j^2\pi^2}{12(N+1)^2},$$

where the approximation needs $j\theta\ll1$. The deficit grows as $j^2$ at first, so the parabolic well fails sooner for excited subbands.

**A width fitted to the energy.** One may instead define a width $W_E$ by requiring $E_{\rm box}(W_E)=E_1$. Since $1-\cos\theta=2\sin^2(\theta/2)$, this means

$$\frac{\pi^2ta^2}{W_E^2}=4t\sin^2\frac\theta2,
\qquad W_E=\frac{\pi a}{2\sin(\theta/2)}=W\,\frac{\theta/2}{\sin(\theta/2)} .$$

The last step uses $\pi a=W\theta$. With $x/\sin x\approx1+x^2/6$,

$$W_E-W\approx\frac{W\theta^2}{24}=\frac{\pi^2a}{24(N+1)} .$$

The fitted width is slightly larger than $W$, and the difference vanishes for thick films.

## (e) A surface treatment shifts the orbital energy of both end layers by $U$. Where are the walls now?

**Solution.** The equation of the first layer becomes $U\psi_1-t\psi_2=E\psi_1$. We continue the inner solution to layer $0$, so that $-t\psi_0-t\psi_2=E\psi_1$. Subtracting the second equation from the first gives $U\psi_1+t\psi_0=0$, or

$$\psi_0=-\frac Ut\,\psi_1 .$$

Let the node lie a distance $\delta a$ inside layer $0$, so that $\psi_n\propto\sin[q(n-\delta)]$. With $u=U/t$, the condition is

$$\sin(q\delta)=u\sin(q-q\delta)=u\left[\sin q\cos(q\delta)-\cos q\sin(q\delta)\right].$$

Dividing by $\cos(q\delta)$ and collecting terms,

$$\tan(q\delta)=\frac{u\sin q}{1+u\cos q}.$$

For long wavelengths, $q\to0$ at fixed $u>-1$, this becomes

$$\delta=\frac{u}{1+u}=\frac{U}{t+U}.$$

The other surface behaves in the same way, so the width is

$$W_U=\left(N+1-\frac{2U}{t+U}\right)a .$$

A repulsive shift moves the walls inward and raises the level; an attractive one does the opposite. For $U\to\infty$ the width tends to $(N-1)a$. This is right, because the end layers are then closed to the electron and $N-2$ layers remain.

As $U\to-t$ the formula diverges. The condition becomes $\psi_0=\psi_1$, which asks for zero slope instead of a node. For $U<-t$ a thick film has a surface state $\psi_n\propto(t/|U|)^n$, which satisfies the end condition and decays inward. Its energy, $-t(|U|/t+t/|U|)$, is below $-2t$, and the hard-wall picture no longer applies to the ground state.

Since the energy varies as $1/W_U^2$, a small $\delta$ changes it by the relative amount $4\delta/(N+1)$. This is of first order in $1/(N+1)$, whereas the lattice correction is of second order. The width $(N+1)a$ thus requires unaltered end layers. It also requires a single band with nearest-layer coupling only: with unaltered end layers, the second-neighbour coupling of part (g) gives a thick-film width of about $(N+1.05)a$, and the band mixing of part (g) about $(N+1.14)a$.

## (f) Evaluate the result for a five-layer black-phosphorus channel, with the rough values $a=0.53$ nm and $t=400$ meV.

**Solution.** Black phosphorus consists of weakly bound layers, which makes one orbital per layer a sensible first model. With $\hbar^2/m_0=76.2$ meV nm², where $m_0$ is the free-electron mass,

$$\frac{m}{m_0}=\frac{76.2}{2\times400\times0.53^2}=0.34 .$$

The width is $W=6\times0.53=3.18$ nm, and $\theta=\pi/6=0.5236$. The two energies are

$$E_1=800\,(1-\cos30^\circ)=107.2\ \text{meV},\qquad
E_{\rm par}=400\times0.5236^2=109.7\ \text{meV}.$$

The confinement energy is thus 0.107 eV. It lies 2.5 meV below the parabolic value, a deficit of 2.26% of $E_{\rm par}$; the leading term gives 2.28%. Direct diagonalization of the five-layer matrix yields the same $E_1$. The energy-fitted width is 3.22 nm.

The choice of width matters far more than the lattice correction. A well of width $5a=2.65$ nm gives 157.9 meV, which is 47% above $E_1$. A well of width $4a=2.12$ nm gives 246.7 meV, which is 130% above it.

The second level is $E_2=800(1-\cos60^\circ)=400$ meV. The parabolic value is $4\times109.7=439$ meV, so the deficit has risen to 8.8%. It equals the ground-state deficit of a two-layer film, because $j\theta=\pi/3$ in both cases.

Within this model, a parabolic ground level good to 1% requires about $(N+1)^2>\pi^2/0.12$, or $N\ge9$. At $N=10$ the deficit is 0.68%.

**Comparison with the material.** The gap of black phosphorus is roughly 2 eV for one layer and 0.3 eV in bulk. Interlayer coupling lowers the conduction edge by $2t$ and raises the valence edge by a similar amount, so $t$ near 400 meV has the right size if the whole change is assigned to the coupling. Part of it is dielectric: the image formula of part (g), crude for one layer, adds about 0.3 eV to a monolayer gap for $\varepsilon_o=4$ and about 0.9 eV in vacuum, which would leave $t$ near 350 or 190 meV. The resulting mass is on the heavy side: bulk electron masses along the normal are roughly 0.1 to 0.2 $m_0$. Within the one-band model at fixed $a$, such masses would require a $t$ 1.7 to 3.4 times larger and would raise $E_1$ by the same factor; the relative deficit would not change, since $t$ cancels from it. With equal conduction and valence couplings, one nearest-neighbour band cannot match both the gap change and the mass; unequal couplings can do so only for masses above about 0.16 $m_0$, or above a higher limit if part of the gap change is dielectric. If the light mass comes instead from conduction–valence mixing across the small gap, the parabolic well is far worse. In the two-band model of part (g), with both couplings 425 meV, $G=300$ meV and $x=215$ meV, the mass is 0.13 $m_0$ and $E_1=146$ meV against a parabolic 286 meV at width $W$. The bulk band at $k=\pi/W$ lies at 190 meV; the rest of the drop arises because the mixing also widens the effective well, to about $7.1a$ instead of $6a$. The 2% deficit belongs to the one-band model, not to the material. A real channel also has a dielectric environment, which can shift the level by tens of meV, upward or downward depending on the surrounding permittivity.

## (g) Which neglected effects exceed the lattice correction of 2.5 meV in this film?

**Solution.** Each effect below is added separately to the five-layer model, and $E_1$ is recomputed by diagonalization. Percentages refer to the original $E_1$. The shifts need not add when several effects act together.

**Image charge: +39 meV (+37%).** Let the film have relative permittivity $\varepsilon=10$ and its surroundings $\varepsilon_o=4$. For a charge $e$ near one face, represent the potential inside by $e$ and an image $e'$, and the potential outside by a charge $e''$ at the position of $e$. Continuity of the potential gives $(e+e')/\varepsilon=e''/\varepsilon_o$, and continuity of the normal displacement gives $e-e'=e''$. Eliminating $e''$,

$$e'=\gamma e,\qquad \gamma=\frac{\varepsilon-\varepsilon_o}{\varepsilon+\varepsilon_o}=0.43 .$$

The image has the same sign as the electron and repels it. With two faces, each image is reflected again with a further factor $\gamma$. For a film of thickness $d=Na$ and an electron at depth $z$, the energy is

$$V(z)=\frac{e^2}{8\pi\varepsilon_0\varepsilon}\left\{\sum_{m=0}^{\infty}\gamma^{2m+1}\left[\frac{1}{2(md+z)}+\frac{1}{2((m+1)d-z)}\right]+\sum_{m=1}^{\infty}\frac{\gamma^{2m}}{md}\right\}.$$

The prefactor contains the factor $\tfrac12$ for an induced potential. With layer $n$ at $z=(n-\tfrac12)a$, this gives 72 meV on the end layers and 30 meV on the middle one. Of the 39 meV, 30 meV is a rise common to all layers; the rest comes from the variation across the film. Continuum electrostatics is doubtful at distances of half a layer, so this is an estimate of size: taking $d=(N+1)a$ lowers it to +29 meV. It also depends strongly on the surroundings. An anisotropic film permittivity, with rough values 11.3 in plane and 8.3 along the normal, gives +34 meV. A metal gate on one side, behind 2 nm of the same dielectric, lowers it to +18 meV (gates on both sides: +11 meV), and $\varepsilon_o=20$ on both sides makes $\gamma$ negative and gives −23 meV.

**Altered end layers: +7.9 meV (+7.4%).** This is for a trial value $U=50$ meV. Part (e) gives a node shift of $0.53\times50/450=0.059$ nm per side, hence a width of 3.06 nm and a rise of $(3.18/3.06)^2-1\approx8\%$. The long-wavelength rule is already close at five layers.

**Leakage into the barrier: −7.7 meV (−7.1%).** Here the surroundings are barrier layers with a band edge 3000 meV above that of the film, and all couplings equal $t$. The amplitude on layer $0$ is then small but not zero, and the well is effectively wider. A weaker contact between film and barrier would reduce the leakage.

**Conduction–valence mixing: −4.9 meV (−4.6%).** Adjacent layers are given a trial mixing $x=50$ meV, of opposite sign for the upper and lower neighbour. In bulk it couples the bands by $2x\sin ka$ in size, which vanishes at the band edge. The valence coupling is 400 meV. The bulk gap is held at a trial value $G=400$ meV (with 300 meV the shift is −6.9 meV), and the bulk mass is held fixed by reducing the conduction coupling to $t-4x^2/G=375$ meV.

**Second-neighbour coupling: −2.4 meV (−2.2%).** The trial value is $t_2=10$ meV. The quadratic coefficient of the bulk band is now $(t_1+4t_2)a^2$, so the bulk mass is kept by setting $t_1=360$ meV.

**Gate field: −2.3 meV (−2.1%) from the uniform part, about −10 meV (−10%) in all.** For a sheet density $n_s=5\times10^{12}$ cm⁻² and a gate on one side, the field falls from $en_s/(\varepsilon_0\varepsilon)$ to zero across the film. Split it into its average, $F=0.45$ MV/cm, and a remainder, and set the potential to zero at mid-film. For the uniform part the first-order shift vanishes because $|\psi_n|^2$ is symmetric, and the second-order shift of a ground state is negative: −2.3 meV. The remainder is the potential of the channel charge itself, $-eFa\sum_m|\psi_m|^2|n-m|$ with $eFa=24$ meV. The weights $|\psi_n|^2=\tfrac1{12},\tfrac14,\tfrac13,\tfrac14,\tfrac1{12}$ put the second and fourth layers 8 meV and the end layers 28 meV below the middle one, which gives a first-order shift of −8.7 meV. A self-consistent solution without exchange and correlation gives about −10 meV in total, a figure that refers to the zero at mid-film; measured from the potential of the layer nearest the gate it would be +60 meV, and from that of the far layer −27 meV.

With these trial values the second-neighbour shift is about equal to the lattice correction and the other five exceed it. The ranking depends on the trial values: $x=30$ meV gives only −1.8 meV, and $t_2=20$ meV gives −4.9 meV. Using the cosine in place of the parabola therefore improves the model's own arithmetic, but it does not make the predicted level of a real device accurate to 2%.

**Filling and temperature.** With spin included, a two-dimensional band of in-plane mass $m_\parallel$ has $m_\parallel/(\pi\hbar^2)$ states per unit area and energy. The in-plane mass of black phosphorus is strongly anisotropic, so $m_\parallel$ stands for the density-of-states mass $\sqrt{m_xm_y}$. For $m_\parallel=0.4\,m_0$ the electrons fill an energy $\pi\hbar^2n_s/m_\parallel=30$ meV at zero temperature. The second subband is 293 meV above the first, while $k_BT=26$ meV at 300 K. If both subbands have the same in-plane mass, the second holds about $2\times10^{-5}$ of the population of the first. At this density and temperature nearly all the electrons occupy the ground subband. The numerical output lists the base trial values and the deficits for other film thicknesses.

## Calculated quantities

```
Layer spacing a = 0.53 nm; coupling t = 400 meV; layers N = 5
Mass along the normal = 0.3391 m0; from long ring = 0.3391 m0
theta = 0.52360 rad; hard-wall width (N+1)a = 3.18 nm
Ground confinement energy, diagonalized = 107.180 meV = 0.1072 eV
Second level, diagonalized = 400.000 meV
Parabolic energy, formula = 109.662 meV
Parabolic energy, integrated equation = 109.662 meV
Lattice correction E1-E_par = -2.483 meV
Relative deficit = 2.264 %
Leading-order deficit = 2.285 %
Energy-matched width = 3.2166 nm
Parabolic energy for width 2.12 nm = 246.74 meV, error +130.2 % of E1
Parabolic energy for width 2.65 nm = 157.91 meV, error +47.3 % of E1
Limit coefficient at N=100: 0.82244; pi^2/12 = 0.82247
N | E1 (meV) | parabolic (meV) | deficit (%) | leading order (%)
1 | 800.000 | 986.960 | 18.943 | 20.562
2 | 400.000 | 438.649 | 8.811 | 9.139
3 | 234.315 | 246.740 | 5.036 | 5.140
5 | 107.180 | 109.662 | 2.264 | 2.285
10 | 32.406 | 32.627 | 0.678 | 0.680
20 | 8.935 | 8.952 | 0.186 | 0.187
Relative permittivity: film 10, surroundings 4
Image energy: end layer 71.9 meV, middle layer 30.4 meV
Trial end-layer shift U = 50 meV; node shift per side = 0.0589 nm
Barrier height above film band edge = 3000 meV
Sheet density = 5.0e+12 cm^-2; average field = 0.452 MV/cm
Trial second-neighbour coupling = 10 meV
Trial band mixing = 50 meV; bulk gap = 400 meV; valence coupling = 400 meV
Change of E1 from image charge = +39.28 meV (+36.6 %)
Change of E1 from end-layer shift = +7.90 meV (+7.4 %)
Change of E1 from barrier leakage = -7.65 meV (-7.1 %)
Change of E1 from gate field = -2.27 meV (-2.1 %)
Change of E1 from second neighbours = -2.40 meV (-2.2 %)
Change of E1 from band mixing = -4.92 meV (-4.6 %)
Largest of these changes: image charge
In-plane density-of-states mass = 0.4 m0; filling energy at 0 K = 29.9 meV
Thermal energy at 300 K = 25.85 meV; subband spacing = 292.8 meV
Second-to-first subband population at 300 K = 2.27e-05
```
